# The Friedel Sum Rule and Density Oscillations from Phase Shifts

**Q.** You say that an impurity's effect on an electron gas, both the charge it gathers and the density far away, can be read from phase shifts at the Fermi level. That seems too little information. Every electron below the Fermi level scatters too, and some may be bound. What is the model?

**A.** Independent electrons, two per orbital, move in a fixed central potential $V(r)$ that vanishes for $r>a$. It may be singular at the origin, provided $r|V|$ is integrable there. The temperature is zero. The distant gas fixes the Fermi energy $E_F=k_F^2/2$, in Hartree atomic units, and all states below it are filled, bound ones included. I write an orbital as $u(r)Y_{lm}/r$, with

$$u''=(U_l-2E)u,\qquad U_l=2V+\frac{l(l+1)}{r^2},\qquad E=\frac{k^2}{2}.$$

Let $\Delta\rho_l(r)$ be the change, caused by $V$, of the sum of $|u|^2$ over occupied states, for one spin and one $m$. Two spins, $2l+1$ values of $m$ and the factor $1/(4\pi r^2)$ give

$$\Delta n(r)=\sum_l\frac{2(2l+1)}{4\pi r^2}\,\Delta\rho_l(r). \tag{1}$$

**Q.** That sum still contains all the occupied states. How do you avoid treating them one by one?

**A.** With the radial Green function, $(E-H_l)G_l=\delta(r-r')$. Since $H_l$ contains $-\tfrac12 d^2/dr^2$, the slope of $G_l$ must jump by 2 at $r=r'$. Hence

$$G_l=\frac{2\varphi(r_<)f(r_>)}{w},\qquad w=\varphi f'-\varphi' f .$$

Here $\varphi$ is the regular solution, normalized as $r^{l+1}$ near the origin for every $E$. The solution $f$ is outgoing, $f\to e^{i(kr-l\pi/2)}$, with $\mathrm{Im}\,k>0$ off the real axis. The jump is $2(\varphi f'-\varphi'f)/w=2$, as required.

On the diagonal, $G_l(r,r;E)$ is the sum of $|u_n|^2/(E-E_n)$, with an integral for the continuum. A counterclockwise contour around the occupied levels therefore gives

$$\Delta\rho_l(r)=\frac1{2\pi i}\oint\Delta G_l(r,r;E)\,dE, \tag{2}$$

where $\Delta$ means "minus the same quantity for $V=0$". The contour starts at $E_F+i0$, passes above the spectrum, crosses the real axis left of the lowest level, and returns below to $E_F-i0$. In the $k$ plane it runs from $k_F$ through the upper half-plane to $-k_F$. The occupied states are inside, but the integrand is needed only on the path.

**Q.** First the total charge. You must integrate $\Delta G_l$ over $r$, including the region where $V$ is complicated.

**A.** The radial equation does that integral. Differentiate it with respect to $E$, writing $\varphi_E=\partial\varphi/\partial E$:

$$\varphi_E''=(U_l-2E)\varphi_E-2\varphi .$$

Then

$$\frac{d}{dr}\left(f'\varphi_E-f\varphi_E'\right)=f''\varphi_E-f\varphi_E''=2f\varphi .$$

At the origin the bracket vanishes, because $f\sim r^{-l}$ while $\varphi_E\sim r^{l+3}$ at most for a potential finite there; the singularities allowed above also leave it zero. So

$$\int_0^R G_l\,dr=\frac{[f'\varphi_E-f\varphi_E']_R}{w}
=\partial_E\ln w-\frac{[\varphi f_E'-\varphi'f_E]_R}{w}.$$

The second equality follows from $\partial_E w=\varphi_Ef'+\varphi f_E'-\varphi_E'f-\varphi'f_E$.

**Q.** The last term is still there, and it depends on $R$.

**A.** For $r>a$ it can be written explicitly. Let $\hat h_\pm$ be the free solutions that tend to $e^{\pm i(kr-l\pi/2)}$. There $f=\hat h_+$, and $\varphi=C(\hat h_--S_l\hat h_+)$. Since $\hat h_-\hat h_+'-\hat h_-'\hat h_+=2ik$, we have $w=2ikC$ and

$$\frac{\varphi}{w}=\frac{\hat h_--S_l\hat h_+}{2ik}. \tag{3}$$

For $V=0$, $S_l=1$. Subtracting,

$$\frac{\varphi}{w}-\frac{\varphi_0}{w_0}=\frac{1-S_l}{2ik}\hat h_+=\frac{i}{2k}(S_l-1)\hat h_+ .$$

After subtraction the boundary term is thus proportional to $\hat h_+\partial_E\hat h_+'-\hat h_+'\partial_E\hat h_+$ at $R$. Its leading form is $(i/k)e^{2i(kR-l\pi/2)}$, which vanishes as $R\to\infty$ for $\mathrm{Im}\,k>0$. Therefore

$$\int_0^\infty\Delta G_l\,dr=\partial_E\ln F_l,\qquad F_l=\frac{w}{w_0}. \tag{4}$$

At the two ends of the contour $k$ is real and the boundary term does not decay. But near those ends it carries $e^{-2R\,\mathrm{Im}\,k}$, so its energy integral is of order $1/R$ and also vanishes.

**Q.** How does $F_l$, the Jost function, know the phase shift?

**A.** For real $k$, $\varphi$ is real and $\hat h_-=\hat h_+^*$. Reality of $C(\hat h_--S_l\hat h_+)$ requires $S_l=-C^*/C$. With $C=w/(2ik)$ this is $S_l=w^*/w$. The free case has $S_l=1$, so $w_0$ is real and

$$S_l=\frac{F_l^*}{F_l}=e^{2i\delta_l},\qquad F_l=|F_l|e^{-i\delta_l}.$$

The branch is fixed by making $\delta_l(k)$ continuous for $k>0$ with $\delta_l(\infty)=0$.

**Q.** That needs $F_l\to1$ at high energy, also at complex $k$.

**A.** Take the Wronskian of $\varphi$ with the free function $\hat h_+$. Its derivative is $\varphi\hat h_+''-\varphi''\hat h_+=-2V\varphi\hat h_+$. It equals $w_0$ at the origin and $w$ at $a$, so

$$F_l=1-\frac{2}{w_0}\int_0^aV\varphi\,\hat h_+\,dr .$$

At large $|k|$, $\varphi$ approaches $\varphi_0$ to leading order. By (3), $\varphi_0/w_0$ is of order $e^{r\,\mathrm{Im}k}/|k|$, and $\hat h_+$ supplies $e^{-r\,\mathrm{Im}k}$. For finite $V$ the integral term is then of order $1/|k|$. If $V$ is singular at the origin, use also that $\varphi_0\hat h_+/w_0$ is at most of order $r$ for small $r$: the term still vanishes, because $rV$ is integrable. It keeps the order $1/|k|$ when $|V|$ itself is integrable, as for $r^{-1/2}$, and can fall more slowly otherwise, as $\ln|k|/|k|$ for $V\propto1/r$. In both cases $F_l\to1$.

The zeros of $F_l$ with $\mathrm{Im}\,k>0$ are bound states: $w=0$ makes $\varphi$ proportional to the decaying $f$. Since $H_l$ is Hermitian, they lie on the imaginary $k$ axis. There are none in the open quadrant $\mathrm{Re}\,k>0$, $\mathrm{Im}\,k>0$, and none at real $k>0$, where $w=0$ would give $C=0$ and $\varphi=0$.

**Q.** Then do the count.

**A.** Draw the contour out to large $|E|$, where $\ln F_l\to0$. The path to $E_F+i0$ lies in the zero-free quadrant, so it gives the same logarithm as following real $k$ down from infinity, namely $\ln|F_l|-i\delta_l$. The lower end gives the complex conjugate. From (2) and (4),

$$\int_0^\infty\Delta\rho_l\,dr=\frac{\ln F_l(E_F-i0)-\ln F_l(E_F+i0)}{2\pi i}=\frac{2i\delta_l(k_F)}{2\pi i}=\frac{\delta_l(k_F)}{\pi}.$$

With spin and $m$,

$$\Delta N=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F). \tag{5}$$

**Q.** Where did the bound electrons go? I expected a separate term.

**A.** They are inside the contour and already counted. Let $k_F\to0$. If $F_l(0)$ is finite and nonzero, the short gap between $-k_F$ and $k_F$ can be closed at no cost. The integral then counts the zeros of $F_l$, so $\delta_l(0)=\pi n_l$, with $n_l$ the number of bound levels for given $l$. This is Levinson's theorem. The continuum alone contributes $[\delta_l(k_F)-\delta_l(0)]/\pi$ per spin and $m$. A state at the threshold makes $F_l(0)=0$, and I exclude that case.

**Q.** Equation (5) has no impurity charge in it. Why is it called a sum rule?

**A.** Equation (5) counts electrons for any potential of the assumed kind. The physical input is separate. If an impurity has excess nuclear charge $Z$, a metal in equilibrium cannot leave a net charge that produces a long-range Coulomb field. The displaced electrons must neutralize it, $\Delta N=Z$:

$$Z=\frac2\pi\sum_l(2l+1)\,\delta_l(k_F). \tag{6}$$

This is the Friedel sum rule. In mean field it constrains the self-consistent potential; an arbitrary $V$ need not satisfy it, and a $V$ that does is not thereby self-consistent. If only the $s$ wave scatters, $Z=1$ requires $\delta_0=\pi/2$.

**Q.** Now the distant density. I would insert $\sin(kr-l\pi/2+\delta_l)$ and integrate over $k$, but that form is poor when $kr$ is small.

**A.** Equation (2) avoids the low-$k$ region. For $r>a$, (3) gives

$$\Delta G_l(r,r;E)=2\left(\frac{\varphi}{w}-\frac{\varphi_0}{w_0}\right)\hat h_+=\frac ik(S_l-1)\hat h_+^2 .$$

Because $G_l(E^*)=G_l(E)^*$, the lower half of the contour is minus the conjugate of the upper half. If the upper half gives $I$, then $\Delta\rho_l=(I-I^*)/(2\pi i)=\mathrm{Im}\,I/\pi$. With $dE=k\,dk$,

$$I=\int i(S_l-1)\hat h_+^2\,dk .$$

Run the path vertically from $k_F$ to $k_F+iY$, then horizontally to $iY$, and let $Y\to\infty$.

**Q.** $S_l$ may grow there. Does the horizontal part vanish?

**A.** Use the Wronskian of $\varphi$ and $\varphi_0$, whose derivative is $-2V\varphi\varphi_0$. It is zero at the origin. At $a$, (3) makes it $-i\,ww_0(S_l-1)/(2k)$. Thus

$$S_l-1=-4ik\int_0^aV\,\frac{\varphi}{w}\,\frac{\varphi_0}{w_0}\,dr .$$

Each ratio is at most of order $e^{r\,\mathrm{Im}k}/|k|$ at large $|k|$ and vanishes at least as fast as $r$ at the origin, which keeps the integral finite there even for a singular $V$, so $S_l-1$ is at most of order $e^{2aY}/Y$. Since $\hat h_+^2$ falls as $e^{-2rY}$, the horizontal part vanishes for $r>a$. On the vertical line $dk=i\,dy$, and $i\cdot i=-1$ gives

$$\Delta\rho_l(r)=-\frac1\pi\,\mathrm{Im}\int_0^\infty(S_l-1)\hat h_+^2\Big|_{k=k_F+iy}dy . \tag{7}$$

This has no large-$r$ approximation in it. The program tests it against a direct sum over occupied wave functions at $r=3$ and 5 bohr, for two wells with bound states.

**Q.** But (7) uses $S_l$ at complex $k$. You promised phase shifts at the Fermi level.

**A.** At large $r$ the integrand contains $e^{-2yr}$, so only $y\lesssim1/r$ matters. Substituting $e^{ikr}(1+c/r+\dots)$ in the free equation gives $-2ikc=l(l+1)$ at order $r^{-2}$, so $c=i\,l(l+1)/(2k)$ and

$$\hat h_+^2=(-1)^le^{2ikr}\left[1+\frac{i\,l(l+1)}{kr}+\dots\right].$$

To leading order, take $S_l$ at $k_F$ and use $\int_0^\infty e^{-2yr}dy=1/(2r)$. Since $S_l-1=2ie^{i\delta_l}\sin\delta_l$,

$$\Delta\rho_l\simeq-\frac{(-1)^l}{2\pi r}\,\mathrm{Im}\!\left[2i\sin\delta_l\,e^{i(2k_Fr+\delta_l)}\right]
=-\frac{(-1)^l}{\pi r}\sin\delta_l\cos(2k_Fr+\delta_l).$$

The prefactor in (1) is $(2l+1)/(2\pi r^2)$. Therefore

$$\Delta n(r)\simeq-\frac{1}{2\pi^2r^3}\sum_l(2l+1)(-1)^l\sin\delta_l\cos(2k_Fr+\delta_l),\quad \delta_l=\delta_l(k_F). \tag{8}$$

Two powers of $1/r$ come from spherical spreading. The third comes from the sharp end of the occupied range. Adding up waves of different $k$ cancels their oscillations except at that edge.

**Q.** A sum of cosines with different phases is not one cosine.

**A.** They share one wavelength, so they combine. The backward scattering amplitude satisfies

$$k_Ff(\pi)=\sum_l(2l+1)(-1)^le^{i\delta_l}\sin\delta_l ,$$

and (8) is $-\mathrm{Re}[k_Ff(\pi)e^{2ik_Fr}]/(2\pi^2r^3)$. Hence

$$\Delta n(r)\simeq\frac{A\cos(2k_Fr+\phi)}{r^3},\qquad A=\frac{k_F|f(\pi)|}{2\pi^2},\qquad \phi=\arg[-f(\pi)]. \tag{9}$$

For $s$-wave scattering with $Z=1$, this is $\sin(2k_Fr)/(2\pi^2r^3)$. With $Z=2$ carried by the $s$ wave alone, $\delta_0=\pi$ and the $r^{-3}$ term vanishes, although two electrons are displaced. Charge and oscillation amplitude are different combinations of the phases.

**Q.** How large must $r$ be?

**A.** Keep the next term. Near $k_F$, $S_l(k_F+iy)\simeq S_l+iyS_l'$, where the prime on $S_l$ and $\delta_l$ means $d/dk$, and $\int_0^\infty ye^{-2yr}dy=1/(4r^2)$. Then

$$\Delta\rho_l\simeq-\frac{(-1)^l}{\pi}\,\mathrm{Im}\left\{e^{2ik_Fr}\left[\frac{S_l-1}{2r}+\frac{iS_l'}{4r^2}+\frac{i\,l(l+1)(S_l-1)}{2k_Fr^2}\right]\right\}. \tag{10}$$

Because $S_l'=2i\delta_l'S_l$, the second term has size $|\delta_l'|/(2r|\sin\delta_l|)$ relative to the first. The third has relative size $l(l+1)/(k_Fr)$. Both must be small in the waves that matter. The Wigner time delay is $2\,d\delta_l/dE=2\delta_l'/k_F$, so a long delay at a narrow resonance pushes the asymptotic region outward.

**Q.** Show me numbers, preferably with a bound state, where I would expect trouble.

**A.** Take a square well of radius $a=1$ bohr and $k_F=1\ \mathrm{bohr}^{-1}$. Choose its depth so that (5) gives 2; the result is 2.960 hartree. The well then displaces as many electrons as an impurity with $Z=2$ must, but it is not the self-consistent potential of that impurity, which would diverge as $-2/r$ at the nucleus. The example illustrates the counting and the oscillation, not a particular atom in a metal. The phases at $k_F$ give:

- $l=0$: $\delta_0=1.9316$, charge $2(1.9316)/\pi=1.2297$.
- $l=1$: $\delta_1=0.39516$, charge $6(0.39516)/\pi=0.7547$.
- $l=2$: $\delta_2=0.0048$, charge $10(0.0048)/\pi=0.0153$.
- $l=3$: charge $0.0003$.

The sum is 2.0000 electrons. There is one bound $s$ level, at $-0.755$ hartree, holding two electrons, so the net continuum contribution is zero. It is not zero wave by wave: the $s$ continuum loses $2-1.2297=0.7703$ electron and the higher waves gain the same amount.

For the oscillation, $e^{i\delta}\sin\delta=\sin\delta\cos\delta+i\sin^2\delta$. The $s$ wave gives $-0.330+0.875i$, the $p$ wave $-1.066-0.445i$, and the $d$ wave $+0.024$. Together, summed before rounding and with the small higher waves included,

$$k_Ff(\pi)=-1.373+0.431i,\qquad A=\frac{\sqrt{1.373^2+0.431^2}}{2\pi^2}=0.0729,$$

and $\phi=\arg(1.373-0.431i)=-0.304$ rad. The period is $\pi/k_F=3.14$ bohr.

**Q.** Does the density summed from wave functions agree?

**A.** At $r=10$ bohr, (9) gives $0.0729\cos(20-0.304)/1000=4.83\times10^{-5}\ \mathrm{bohr}^{-3}$. The direct sum is $3.33\times10^{-5}$, so the leading term is not yet accurate. Equation (10) gives $3.13\times10^{-5}$. Over one period starting at 40 bohr, the largest error of the leading formula is 5.6% of $A/r^3$; starting at 80 bohr it is 2.9%. With (10) these errors are 0.23% and 0.06%. Doubling $r$ divides the two relative errors by 1.93 and 3.98, close to the 2 and 4 expected from the first omitted terms.

**Q.** If the density keeps oscillating, can I find the charge 2 by integrating over a sphere?

**A.** Yes, but slowly. From (8), $4\pi r^2\Delta n$ falls only as $1/r$. Integration by parts gives

$$\int_R^\infty\frac{\cos(2k_Fr+\delta_l)}{r}\,dr=-\frac{\sin(2k_FR+\delta_l)}{2k_FR}+O(R^{-2}).$$

Multiplying by $-(2/\pi)(2l+1)(-1)^l\sin\delta_l$, summing, and subtracting this outside charge from $\Delta N$ gives

$$N(R)=\Delta N-\frac1{\pi k_FR}\sum_l(2l+1)(-1)^l\sin\delta_l\sin(2k_FR+\delta_l)+O(R^{-2}). \tag{11}$$

The direct integral is 2.031 electrons at $R=10$ bohr and 1.990 at 40 bohr; (11) predicts 2.034 and 1.990. A weight that falls smoothly from 1 to 0 between 30 and 70 bohr averages the oscillation away and gives 2.000000.

The same test on a well 6 hartree deep gives 6.7367 electrons from both the density and the phases. Its bound $s$ and $p$ levels hold eight electrons, so the continuum has lost 1.2633. The numerical check contains both cases.

**Q.** What would make you withdraw the result for a real metal?

**A.** Several assumptions can fail. A magnetic impurity gives the two spins different phase shifts, and the factor 2 must be replaced by a sum over spin. If the lattice relaxes around the impurity, the displaced host ions change the charge to be screened, so $Z$ in (6) is no longer the bare excess nuclear charge. Scattering by other defects and phonons limits the oscillation to distances within the mean free path. A self-consistent potential has an oscillating tail of its own, so finite range is an idealization and (8) is derived here only within it. A nonspherical Fermi surface invalidates the single wave number $2k_F$. At temperature $T$, in energy units, the Fermi edge has a width of order $T/k_F$ in $k$. The phase $2kr$ then varies by order one across the edge when $r\sim k_F/(2T)$, and the oscillation fades on that scale. Averaging $e^{2ikr}$ over the edge, with weight $-\partial f/\partial E$ ($f$ here the Fermi function) and $k\simeq k_F+(E-E_F)/k_F$, multiplies (8) by $x/\sinh x$ with $x=2\pi Tr/k_F$: 85% of the amplitude is left at $r=k_F/(2\pi T)$, 27% at $k_F/(2T)$ and 2% at $k_F/T$. Finally, if $f(\pi)=0$, the $r^{-3}$ term is absent and the decay is faster.

## Values computed for the example and the checks

```
Fermi wave number kF = 1.000 1/bohr; well radius = 1.000 bohr
Unperturbed density = 0.033774 bohr^-3
Required displaced charge Z = 2.000 electrons
Well depth found = 2.960047 hartree
l=0: delta(kF) = 1.931607 rad, d delta/dk = -0.99273 bohr, charge = 1.229699 electrons
l=1: delta(kF) = 0.395162 rad, d delta/dk = 1.21720 bohr, charge = 0.754705 electrons
l=2: delta(kF) = 0.004807 rad, d delta/dk = 0.02344 bohr, charge = 0.015301 electrons
l=3: delta(kF) = 0.000065 rad, d delta/dk = 0.00045 bohr, charge = 0.000291 electrons
l=4: delta(kF) = 0.000001 rad, d delta/dk = 0.00001 bohr, charge = 0.000004 electrons
Bound state l=0: kappa = 1.228632 1/bohr, energy = -0.754768 hartree
Electrons in bound states = 2
Net continuum contribution = 0.000000 electrons
Depth 2.960047 hartree: bound levels for l=0,1,2 = [1, 0, 0]
  soft-sphere charge = 1.99999994, phase-shift sum = 2.00000000 electrons
Depth 6.000000 hartree: bound levels for l=0,1,2 = [1, 1, 0]
  soft-sphere charge = 6.73670107, phase-shift sum = 6.73670104 electrons
kF f(pi) = -1.372591 + (0.430905) i (dimensionless)
Oscillation amplitude A = 0.072882 (dimensionless)
Oscillation phase phi = -0.304192 rad
Oscillation period pi/kF = 3.141593 bohr
Density change in bohr^-3: r (bohr), direct, leading, with next order
    5.0 -3.361574e-04 -5.617745e-04 -3.098679e-04
   10.0  3.330832e-05  4.830599e-05  3.129463e-05
   20.0 -3.974566e-06 -3.763830e-06 -4.043484e-06
   40.0 -4.014242e-07 -4.589436e-07 -3.988734e-07
Largest error over one period, relative to A/r^3: leading, next order
  from r = 40 bohr: 0.05558, 0.002312
  from r = 80 bohr: 0.02884, 0.000581
Error ratios on doubling r: 1.927, 3.982
Charge in sharp sphere (electrons): R (bohr), direct, predicted
   10.0 2.030997 2.034290
   20.0 2.018589 2.020851
   40.0 1.989881 1.989523
```
